# Long-wavelength surface-roughness mobility in silicon and its first correction

## What dimensions fix

Electrons in a silicon inversion layer move along an interface whose height \(\Delta(\mathbf r)\) varies by a few tenths of a nanometre. A normal field \(F\) presses them against it, so a displacement of the wall changes their energy by an amount of order \(eF\Delta\). Here \(e>0\), and \(\Delta\) also denotes the rms height. The heights have zero mean and are correlated over a length \(\Lambda\).

To lowest order the scattering amplitude is proportional to the roughness, and the rate is proportional to the square of the amplitude. The rate is therefore quadratic in \(eF\Delta\). If the electron wavelength is much longer than \(\Lambda\), the electron senses only the area under the height correlation, which is proportional to \(\Delta^2\Lambda^2\). The roughness then enters as \((eF\Delta\Lambda)^2\). Let the other quantities be the in-plane mass \(m\), \(\hbar\) and the wave number \(k\):

\[
\frac1\tau=C\,m^a\hbar^b k^c(eF\Delta\Lambda)^2 .
\]

The units of \((eF\Delta\Lambda)^2\) are \(\mathrm{kg^2\,m^6\,s^{-4}}\), and those of \(\hbar\) are \(\mathrm{kg\,m^2\,s^{-1}}\). Matching kilograms, metres and seconds gives

\[
a+b+2=0,\qquad 2b-c+6=0,\qquad -b-4=-1 .
\]

Hence \(b=-3\), \(a=1\) and \(c=0\). The limiting rate does not depend on the electron's energy:

\[
\frac1\tau=C\,\frac{m(eF\Delta\Lambda)^2}{\hbar^3}.
\]

What remains is the number \(C\), the meaning of \(F\), and the first correction in \(k\Lambda\).

## The matrix element of a displaced wall

Let silicon occupy \(z>\Delta(\mathbf r)\), with an impenetrable oxide. The potential energy \(V(z)\) is held fixed when the wall moves. For a flat wall, the lowest subband has a real normalized function \(\psi(z)\), with \(\psi(0)=0\), and normal mass \(m_z\). The in-plane states are

\[
\Phi_{\mathbf k}=A^{-1/2}e^{i\mathbf k\cdot\mathbf r}\psi(z),
\]

where \(A\) is the interface area.

The true state \(\Psi\) vanishes at \(z=\Delta(\mathbf r)\). Expanding about \(z=0\) to first order gives

\[
\Psi(\mathbf r,0)=-\Delta(\mathbf r)\,\partial_z\Psi(\mathbf r,0).
\]

Now follow the amplitude \(c_{\mathbf k'}=\langle\Phi_{\mathbf k'}|\Psi\rangle\). Two integrations by parts move the Hamiltonian from \(\Psi\) to \(\Phi_{\mathbf k'}\) and leave a surface term:

\[
i\hbar\dot c_{\mathbf k'}=E_{\mathbf k'}c_{\mathbf k'}
+\frac{\hbar^2}{2m_z}\int d^2r\,
\left[\Phi^*_{\mathbf k'}\partial_z\Psi-\Psi\,\partial_z\Phi^*_{\mathbf k'}\right]_{z=0}.
\]

The first term in the bracket vanishes because \(\Phi_{\mathbf k'}=0\) at the flat wall. In the second, the boundary value of \(\Psi\) supplies another minus sign. Replacing \(\Psi\) by \(\Phi_{\mathbf k}\) at this order gives the coupling

\[
M_{\mathbf k'\mathbf k}=
\frac{\hbar^2}{2m_z}[\psi'(0)]^2\,
\frac1A\int d^2r\,\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r},
\qquad \mathbf q=\mathbf k'-\mathbf k .
\]

The prefactor is a force. To identify it, multiply the subband equation

\[
-\frac{\hbar^2}{2m_z}\psi''+(V-E)\psi=0
\]

by \(\psi'\) and integrate from \(0\) to \(\infty\). Since \(\psi''\psi'=\tfrac12(\psi'^2)'\) and \(\psi\psi'=\tfrac12(\psi^2)'\),

\[
\frac{\hbar^2}{4m_z}[\psi'(0)]^2-\frac12\int_0^\infty V'\psi^2\,dz=0 .
\]

The other boundary terms vanish with \(\psi\). Therefore

\[
\frac{\hbar^2}{2m_z}[\psi'(0)]^2=\int_0^\infty V'\psi^2\,dz\equiv eF .
\]

Thus \(F\) is the field averaged over the electron density. It is neither the surface field nor the field in the oxide.

## Which electron density produces this field

Let \(N_s\) be the electron density per area and \(N_d\) the depletion density. The depletion charge lies mostly far beyond the thin electron layer and is treated as wholly beyond it. With \(p=\psi^2\) and \(P(z)=\int_z^\infty p\,dz'\), Gauss's law gives

\[
F(z)=\frac{e}{\kappa_s\epsilon_0}[N_d+N_sP(z)],
\]

where \(\kappa_s\) is silicon's relative permittivity. Since \(p=-P'\),

\[
\int_0^\infty pP\,dz=-\int_0^\infty P'P\,dz=\frac12,
\qquad
F=\frac{e(N_d+N_s/2)}{\kappa_s\epsilon_0}.
\]

For \(F=1\) MV/cm, \(\kappa_s=11.7\) and a rough depletion density of \(1.0\times10^{12}\ \mathrm{cm^{-2}}\), this gives \(N_s=1.09\times10^{13}\ \mathrm{cm^{-2}}\). The chosen field therefore also fixes the Fermi wave number, and with it the quality of the long-wavelength approximation.

A Hartree calculation on a grid of spacing 0.02 nm, with all electrons in the lowest subband and \(m_z=0.916m_0\), gives an energy slope of 0.1000 eV/nm when the wall is moved. The expression with \(\psi'(0)\) gives 0.1002 eV/nm, where the last digit is discretization error. Both agree with \(eF=0.100\) eV/nm.

## Roughness spectrum and relaxation rate

The length \(\Lambda\) is defined by the Gaussian correlation

\[
\langle\Delta(\mathbf r)\Delta(0)\rangle=\Delta^2e^{-r^2/\Lambda^2}.
\]

Its Fourier transform is a product of two one-dimensional Gaussian integrals, each equal to \(\sqrt\pi\,\Lambda\) times an exponential:

\[
S(q)=\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4},
\qquad
\langle|M|^2\rangle=\frac{(eF)^2S(q)}A .
\]

Scattering is elastic and, in this model, conserves spin and valley. A collision through angle \(\theta\) removes the fraction \(1-\cos\theta\) of the forward momentum, so

\[
\frac1{\tau(k)}=\frac{2\pi}{\hbar}\sum_{\mathbf k'}
\langle|M|^2\rangle(1-\cos\theta)\,
\delta(E_{\mathbf k'}-E_{\mathbf k}).
\]

Replace the sum by \(A\int k'dk'd\theta/(4\pi^2)\) and use \(k'dk'=m\,dE'/\hbar^2\). The density of final states is \(m/(2\pi\hbar^2)\) per area for one spin and one valley. Hence

\[
\frac1{\tau(k)}=\frac{m(eF)^2}{\hbar^3}
\left\langle(1-\cos\theta)S(q)\right\rangle_\theta,
\qquad q^2=2k^2(1-\cos\theta).
\]

As \(k\Lambda\to0\), \(S(q)\to\pi\Delta^2\Lambda^2\), and the average of \(1-\cos\theta\) is one. This fixes \(C=\pi\):

\[
\boxed{\frac1{\tau_0}=\frac{\pi m(eF\Delta\Lambda)^2}{\hbar^3}},
\qquad
\boxed{\mu_0=\frac{e\tau_0}{m}
=\frac{\hbar^3}{\pi e m^2F^2\Delta^2\Lambda^2}}.
\]

Because \(\tau_0\) is independent of energy, every electron relaxes at the same rate. The mobility is then \(e\tau_0/m\) whatever the occupation of the states in this one-subband, parabolic model.

## The leading number

Take \(m=0.19m_0\), \(\Delta=0.3\) nm and \(\Lambda=1.5\) nm. The rms energy shift is \(eF\Delta=30\) meV, and \(\hbar^2/m=0.401\ \mathrm{eV\,nm^2}\). Multiplying the rate by \(\hbar\) gives

\[
\frac{\hbar}{\tau_0}
=\frac{\pi(0.030\ \mathrm{eV})^2(1.5\ \mathrm{nm})^2}
{0.401\ \mathrm{eV\,nm^2}}
=15.9\ \mathrm{meV}.
\]

Thus \(\tau_0=41.5\) fs, and

\[
\mu_0=\frac{e\tau_0}{0.19m_0}=384\ \mathrm{cm^2/Vs}
=0.0384\ \mathrm{m^2/Vs}.
\]

The definition of \(\Lambda\) is part of this result. For a correlation \(e^{-r^2/(2\Lambda^2)}\) with the same numerical \(\Lambda\), the area under the correlation doubles and the mobility falls to 192 cm²/Vs.

## The first correction

Set \(x=k^2\Lambda^2/2\). The ratio of the rate to its limit is

\[
R(x)=\frac{\tau_0}{\tau(k)}
=\left\langle(1-\cos\theta)e^{-x(1-\cos\theta)}\right\rangle_\theta
=e^{-x}[I_0(x)-I_1(x)],
\]

because the angular averages of \(e^{x\cos\theta}\) and \(\cos\theta\,e^{x\cos\theta}\) are the modified Bessel functions \(I_0\) and \(I_1\).

For small \(x\), expand the exponential inside the average. The required moments are

\[
\langle(1-\cos\theta)^2\rangle=1+\tfrac12=\tfrac32,
\qquad
\langle(1-\cos\theta)^3\rangle=1+\tfrac32=\tfrac52 .
\]

The terms odd in \(\cos\theta\) average to zero. Consequently,

\[
R=1-\frac32x+\frac54x^2+O(x^3).
\]

Inverting the series gives a second-order coefficient \((3/2)^2-5/4=1\), so

\[
\frac{\tau(k)}{\tau_0}=1+\frac32x+x^2+O(x^3)
=1+\frac34k^2\Lambda^2+O(k^4\Lambda^4).
\]

The correction raises the mobility because large-angle collisions, which remove the most momentum, need the large \(q\) at which the spectrum is weaker. At fixed \(k\), the first two terms have a simple dependence on \(\Lambda\):

\[
\mu(k)\simeq\frac{\hbar^3}{\pi em^2F^2\Delta^2}
\left(\frac1{\Lambda^2}+\frac34k^2\right).
\]

The correction adds a term independent of \(\Lambda\), so the mobility is less sensitive to \(\Lambda\) than the leading law suggests.

At zero temperature the current is carried at the Fermi wave number. With all electrons kept in the lowest subband, two valleys and two spins give \(k_F=\sqrt{\pi N_s}=0.586\ \mathrm{nm^{-1}}\), so \(k_F\Lambda=0.879\) and \(x=0.386\). The successive estimates are

\[
384(1+0.579)\simeq607,\qquad
384(1+0.579+0.149)\simeq664\ \mathrm{cm^2/Vs}.
\]

The full angular factor is \(R=0.571\), which gives 672 cm²/Vs. The first correction has the right sign and most of the size, but a correction of 58% is not small. The value 384 cm²/Vs is a formal limit at this field.

For the first correction to be below 10%, \(k_F\Lambda\) must be below \(\sqrt{0.1/0.75}=0.365\). With this \(\Lambda\), that means \(N_s\) below about \(1.9\times10^{12}\ \mathrm{cm^{-2}}\). At the same depletion density, the average field would then be about 0.3 MV/cm. This criterion holds for a cold, unscreened layer. At 300 K and the same electron density, thermal energy raises the first correction to about 49%. At zero temperature, the screening treated below reduces the rate to about 8% of the limit. Weaker inversion thus brings the cold, unscreened model closer to its limit, but does not make that limit a realistic rate.

The golden rule can be compared with direct wave propagation. Plane waves with \(k=0.589\ \mathrm{nm^{-1}}\) were evolved by a split-step Fourier method in the in-plane potential \(eF\Delta(\mathbf r)\), over 24 random surfaces of side 128 nm. The rms height was reduced to 0.15 nm to keep scattering weak. A fit between 40 and 120 fs gave a momentum decay rate of 3.44 ps⁻¹; the formula with \(R(x)\) gives 3.42 ps⁻¹. The statistical error with this number of surfaces is about 2%. A larger set of 57 other surfaces gives 3.31 ps⁻¹ with an error of about 1.3%, some 3% below the formula, so the agreement holds at the level of a few percent. This supports the scattering calculation, but not the wall matrix element, which was an input.

## Other correlations and the opposite limit

For any isotropic correlation with a nonzero area and a finite second moment, expanding its Fourier transform gives

\[
S(q)=S(0)\left[1-\frac{q^2\overline{r^2}}4+\cdots\right],
\]

where \(\overline{r^2}\) is weighted by the correlation function. Since \(\langle(1-\cos\theta)q^2\rangle=3k^2\),

\[
\frac{\tau_0}{\tau}=1-\frac34k^2\overline{r^2}+\cdots .
\]

The Gaussian has \(\overline{r^2}=\Lambda^2\). The exponential correlation \(e^{-\sqrt2r/\Lambda}\) has the same \(S(0)\), but

\[
\overline{r^2}=\frac{\int_0^\infty r^3e^{-\sqrt2r/\Lambda}dr}
{\int_0^\infty re^{-\sqrt2r/\Lambda}dr}=3\Lambda^2 .
\]

Its first correction is three times larger. At the example's \(k_F\) the rate to this order would be negative, and more terms do not help. The spectrum is proportional to \((1+q^2\Lambda^2/2)^{-3/2}\), whose expansion converges only for \(q\Lambda<\sqrt2\), while \(q\Lambda\) reaches \(2k_F\Lambda=1.76\). Averaging the full spectrum over angle gives 1122 cm²/Vs. Two surfaces with the same leading mobility thus differ strongly at the actual wavelength.

In the opposite limit, \(k\Lambda\gg1\), the Gaussian spectrum allows only small angles. With \(1-\cos\theta\simeq\theta^2/2\),

\[
R\simeq\frac1\pi\int_0^\infty\frac{\theta^2}{2}
e^{-x\theta^2/2}d\theta
=\frac1{2\sqrt{2\pi}\,x^{3/2}}
=\frac1{\sqrt\pi(k\Lambda)^3}.
\]

The rate now falls as \(1/\Lambda\), whereas it grows as \(\Lambda^2\) in the long-wavelength limit. At fixed \(k\), \(F\) and \(\Delta\), scattering is therefore strongest at some intermediate correlation length.

## Temperature

For a degenerate or nondegenerate layer the Boltzmann equation gives

\[
\mu=\frac em\,
\frac{\int_0^\infty E\,\tau(E)(-\partial f/\partial E)dE}
{\int_0^\infty E(-\partial f/\partial E)dE},
\]

where \(f\) is the Fermi function. The first correction needs the average of \(x=mE\Lambda^2/\hbar^2\). Integration by parts turns the average energy into \(2\int Ef\,dE/\int f\,dE\). At fixed density and \(k_BT\ll E_F\), the Sommerfeld expansion gives

\[
\overline E\simeq E_F+\frac{\pi^2(k_BT)^2}{3E_F}.
\]

Heating raises the correction because faster electrons scatter less effectively. With \(E_F=68.9\) meV and \(k_BT=25.9\) meV this expansion gives 101 meV, but \(k_BT\) is not very small beside \(E_F\), and the integrals themselves give \(\overline E\simeq96\) meV. The first correction then gives about 690 cm²/Vs. The numerical average of the full \(\tau(E)\) at 300 K gives 862 cm²/Vs, so higher terms matter. This average keeps all electrons in one subband.

## Screening changes the limit itself

The electrons redistribute and weaken the roughness potential. At zero temperature, their static density response is

\[
\Pi(q)=4g_v\,\mathcal P\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}
\frac1{E_{\mathbf k+\mathbf q}-E_{\mathbf k}},
\]

with \(g_v=2\) valleys. The principal-value angular integral of \(1/(q^2+2kq\cos\theta)\) is zero for \(2k>q\) and \(2\pi/(q\sqrt{q^2-4k^2})\) for \(2k<q\). For \(q\le2k_F\), the radial integral is

\[
\int_0^{q/2}\frac{2\pi k\,dk}{q\sqrt{q^2-4k^2}}=\frac\pi2 .
\]

Restoring the factor \(2m/\hbar^2\) gives \(\Pi=g_vm/(\pi\hbar^2)\equiv D\), the density of states. The roughness potential is then divided by

\[
\epsilon(q)=1+\frac{e^2D}{2\kappa_s\epsilon_0q}G(q),
\]

\[
G(q)=\iint p(z)p(z')\left[e^{-q|z-z'|}
+\frac{\kappa_s-\kappa_o}{\kappa_s+\kappa_o}e^{-q(z+z')}\right]dz\,dz'.
\]

The second exponential is the image term that makes the potential and the normal displacement continuous at an oxide of relative permittivity \(\kappa_o=3.9\).

For a very long wavelength, \(G(0)=2\kappa_s/(\kappa_s+\kappa_o)\), and \(\epsilon\simeq q_s/q\) with \(q_s=e^2D/[\epsilon_0(\kappa_s+\kappa_o)]\). The rate ratio becomes

\[
\frac{\tau_0}{\tau}\simeq
\left\langle(1-\cos\theta)\frac{q^2}{q_s^2}\right\rangle_\theta
=\frac{3k^2}{q_s^2}.
\]

It vanishes as \(k\to0\) instead of tending to one. The constant rate is thus the limit of an explicitly unscreened model. With the Hartree density in \(G(q)\), the full angular average at \(k_F\) is 0.173 and the mobility about 2200 cm²/Vs. This estimate leaves out the changes of electron charge and image fields that accompany the displaced wall.

## The silicon channel beside the estimate

The mass and two valleys describe the lowest subband on a (100) surface. The roughness values are of the usual order for silicon under thermal oxide. Measured room-temperature electron mobilities near 1 MV/cm are roughly 250 cm²/Vs. The nearness of 384 to that figure does not validate the model: at zero temperature, finite wavelength alone moves the estimate to 672, and screening moves it to about 2200 cm²/Vs.

Other omissions also matter:

- **Phonons.** Thermal strain with \(k_BT/2\) of elastic energy per mode gives a short-range potential and the rate \(m\mathcal D^2k_BT\int p^2dz/(\hbar^3\rho v^2)\). With a rough deformation potential \(\mathcal D=12\) eV, density \(\rho=2330\ \mathrm{kg/m^3}\), sound speed \(v=9000\) m/s and \(\int p^2dz=0.475\ \mathrm{nm^{-1}}\), acoustic phonons alone allow about 1600 cm²/Vs at 300 K. Adding this rate to the limiting roughness rate lowers 384 to about 310 cm²/Vs. Intervalley phonons are left out.
- **Higher subbands.** In the Hartree potential the next two subbands start about 65 and 67 meV above the lowest, just below the Fermi energy of 68.9 meV. Even at zero temperature they would hold about 2.7% of the electrons if the potential is kept fixed, and a little over 1% if it readjusts. At 300 K the lowest subband holds 52% if the potential is kept fixed, and about 70% if it readjusts to the new occupation. In either case a one-subband mobility is a poor description of the whole layer at 300 K.
- **Large displacement.** Moving the wall 0.3 nm into silicon raises the energy by 24.5 meV, not 30 meV. The displaced state samples a weaker field, since \(F(z)\) falls with depth. The potential was frozen in this comparison.
- **Band shape and broadening.** A rough nonparabolicity of 0.5 eV⁻¹ raises the mass at \(E_F\) by 7% if only the in-plane energy is counted. The confinement kinetic energy of the subband, about 49 meV, brings the rise to about 12%, which lowers the limiting mobility by about 20%. The limiting broadening of 15.9 meV is smaller than \(E_F\), but not negligible.

The oxide field is 5.5 MV/cm, below a rough breakdown field of 10 MV/cm. For a rough barrier of 3.1 eV above the silicon band edge at the interface and an oxide mass of \(0.5m_0\), the tunnelling path from the band edge is 5.6 nm and the exponent of the transmission is about −48. The lowest subband lies about 0.23 eV higher, which shortens the path to 5.2 nm and changes the exponent to about −42.5. Tunnelling is negligible for an oxide at least that thick; a thinner gate oxide needs a separate estimate.
